# Surface energy of a wafer bond from the blade test: a numerical check

```python
# Blade test of a bonded pair of equal wafers.
# Result under test: gamma = 3 E t^3 hb^2 / (32 L^4), where
#   gamma = surface energy of ONE new surface (bond energy = 2 gamma),
#   E = Young's modulus, t = thickness of one wafer,
#   hb = blade thickness, L = debond length from blade to crack front.
# Model: thin cantilevers clamped at the crack front, stationary blade.
# Also tested: an estimate in which the bonded part rests on springs.
# Independent road: minimize a discretized bending energy and
# differentiate the minimum with respect to the crack length.
# All calculations use eV and angstrom; energies are per unit width.
import numpy as np
from scipy import constants

angstrom = constants.angstrom
electronvolt = constants.electron_volt
modulus = 169e9 * angstrom**3 / electronvolt
thickness = 725e-6 / angstrom
blade = 100e-6 / angstrom
length = 20e-3 / angstrom
to_si = electronvolt / angstrom**2

deflection = blade / 2
rigidity = modulus * thickness**3 / 12


def surface_energy(debond_length):
    return 3 * modulus * thickness**3 * blade**2 / (32 * debond_length**4)


gamma = surface_energy(length)
force = 3 * rigidity * deflection / length**3
energy_one = force * deflection / 2
slope = 3 * deflection / (2 * length)
strain = 3 * thickness * deflection / (2 * length**2)

# Closed formula for the spring-supported bonded part.
spring_stiffness = 2 * modulus / thickness
decay = thickness / 6**0.25
longer = length + decay
gamma_spring = (4.5 * rigidity * deflection**2 * longer**2
                / (longer**3 + decay**3 / 2)**2)

# Numerical minimization on a uniform grid.
steps = 560
step = length / steps


def bent_wafer(free_steps, spring=0.0):
    """Return minimum energy, deflections and curvatures of one wafer."""
    supported = spring > 0
    bonded_steps = 200 if supported else 0
    count = bonded_steps + free_steps + 1
    second = (np.eye(count, k=-1) - 2 * np.eye(count)
              + np.eye(count, k=1)) / step**2
    weight = np.full(count, step)
    weight[-1] = 0.0  # no bending moment at the blade
    springs = np.zeros(count)
    if supported:
        weight[0] = 0.0  # far end of the bonded part is free
        springs[:bonded_steps] = spring * step
        springs[bonded_steps] = spring * step / 2
    else:
        # Zero slope at the clamp makes the ghost value equal w[1].
        second[0] = 0.0
        second[0, 1] = 2 / step**2
        weight[0] = step / 2
    matrix = rigidity * second.T @ (weight[:, None] * second)
    matrix += np.diag(springs)
    inner = slice(0 if supported else 1, count - 1)
    w = np.zeros(count)
    w[-1] = deflection
    w[inner] = np.linalg.solve(matrix[inner, inner],
                               -matrix[inner, -1] * deflection)
    curvature = second @ w
    energy = (0.5 * rigidity * np.sum(weight * curvature**2)
              + 0.5 * np.sum(springs * w**2))
    return energy, w, curvature


def numerical_gamma(spring=0.0):
    # Two wafers release energy and two surfaces form: the twos cancel.
    shift = 4
    shorter = bent_wafer(steps - shift, spring)[0]
    extended = bent_wafer(steps + shift, spring)[0]
    return (shorter - extended) / (2 * shift * step)


energy_numeric, profile, curvature = bent_wafer(steps)
slope_numeric = (profile[-1] - profile[-2]) / step
strain_numeric = thickness * curvature[0] / 2
gamma_numeric = numerical_gamma()
gamma_spring_numeric = numerical_gamma(spring_stiffness)

# Tolerances cover the finite grid and the finite change of length.
assert abs(energy_numeric / energy_one - 1) < 1e-3
assert abs(slope_numeric / slope - 1) < 1e-3
assert abs(strain_numeric / strain - 1) < 1e-3
assert abs(gamma_numeric / gamma - 1) < 1e-3
assert abs(gamma_spring_numeric / gamma_spring - 1) < 2e-3

# The crack must rest where elastic plus surface energy is smallest.
trial_steps = np.arange(steps - 40, steps + 41, 8)
total = [2 * bent_wafer(int(n))[0] + 2 * gamma * n * step
         for n in trial_steps]
rest_length = trial_steps[int(np.argmin(total))] * step
assert abs(rest_length / length - 1) < 1e-9

# Claims about size.
assert abs(gamma * to_si - 0.38) < 0.005
assert slope < 0.01 and strain < 0.001
assert gamma_spring < gamma

length_error = 1e7
gamma_short = surface_energy(length - length_error)
gamma_long = surface_energy(length + length_error)

print(f"Young's modulus: {modulus:.4f} eV/angstrom^3")
print(f"wafer thickness: {thickness:.3e} angstrom")
print(f"blade thickness: {blade:.3e} angstrom")
print(f"debond length: {length:.3e} angstrom")
print(f"deflection of one wafer: {deflection:.3e} angstrom")
print(f"rigidity per width: {rigidity:.4e} eV")
print(f"blade force per width, one wafer: {force:.4e} eV/angstrom^2")
print(f"slope at blade: {slope:.5f} (no unit)")
print(f"largest bending strain: {strain:.3e} (no unit)")
print(f"stored energy per width, one wafer: {energy_one:.4e} eV/angstrom")
print(f"stored energy per width, both: {2*energy_one:.4e} eV/angstrom")
print(f"bond energy 2 gamma: {2*gamma:.5f} eV/angstrom^2")
print(f"bond energy 2 gamma, converted: {2*gamma*to_si:.3f} J/m^2")
print(f"surface energy gamma: {gamma:.5f} eV/angstrom^2")
print(f"surface energy gamma, converted: {gamma*to_si:.3f} J/m^2")
print(f"gamma from numerical energy: {gamma_numeric:.5f} eV/angstrom^2")
print(f"rest length from energy minimum: {rest_length:.3e} angstrom")
print(f"change of length tried: {length_error:.1e} angstrom")
print(f"gamma for shorter length: {gamma_short:.5f} eV/angstrom^2")
print(f"change for shorter length: {100*(gamma_short/gamma-1):.1f} percent")
print(f"gamma for longer length: {gamma_long:.5f} eV/angstrom^2")
print(f"change for longer length: {100*(gamma_long/gamma-1):.1f} percent")
print(f"spring decay length a: {decay:.3e} angstrom")
print(f"gamma, spring estimate: {gamma_spring:.5f} eV/angstrom^2")
print(f"gamma, spring numerical: {gamma_spring_numeric:.5f} eV/angstrom^2")
print(f"gamma, spring estimate, converted: {gamma_spring*to_si:.3f} J/m^2")
print(f"change due to springs: {100*(gamma_spring/gamma-1):.1f} percent")
print("tests ok")
```

Running it gives:

```
Young's modulus: 1.0548 eV/angstrom^3
wafer thickness: 7.250e+06 angstrom
blade thickness: 1.000e+06 angstrom
debond length: 2.000e+08 angstrom
deflection of one wafer: 5.000e+05 angstrom
rigidity per width: 3.3497e+19 eV
blade force per width, one wafer: 6.2807e+00 eV/angstrom^2
slope at blade: 0.00375 (no unit)
largest bending strain: 1.359e-04 (no unit)
stored energy per width, one wafer: 1.5702e+06 eV/angstrom
stored energy per width, both: 3.1404e+06 eV/angstrom
bond energy 2 gamma: 0.04711 eV/angstrom^2
bond energy 2 gamma, converted: 0.755 J/m^2
surface energy gamma: 0.02355 eV/angstrom^2
surface energy gamma, converted: 0.377 J/m^2
gamma from numerical energy: 0.02356 eV/angstrom^2
rest length from energy minimum: 2.000e+08 angstrom
change of length tried: 1.0e+07 angstrom
gamma for shorter length: 0.02892 eV/angstrom^2
change for shorter length: 22.8 percent
gamma for longer length: 0.01938 eV/angstrom^2
change for longer length: -17.7 percent
spring decay length a: 4.632e+06 angstrom
gamma, spring estimate: 0.02149 eV/angstrom^2
gamma, spring numerical: 0.02150 eV/angstrom^2
gamma, spring estimate, converted: 0.344 J/m^2
change due to springs: -8.8 percent
tests ok
```
